# Coupled-cluster doubles for the electron gas in plane waves: verification in Python

```python
# Coupled-cluster doubles for the uniform electron gas in plane waves (hartree units).
# Claims tested: (1) <pq||rs> = delta(l_p+l_q, l_r+l_s) [w(p,r) - w(p,s)], with label
# l = (integer momentum n, spin) and w(p,r) = delta_spin 4 pi/(vol |k_p-k_r|^2), w(q=0)=v0;
# (2) singles vanish by momentum (plus S_z) conservation; (3) doubles t[i,j,a] need three
# indices, b being fixed by l_b = l_i + l_j - l_a, and the reduced residual equals
# <ij->ab| exp(-T) H exp(T) |ref>; (4) the particle ladder is sum_c w(a,c) t[i,j,c],
# a convolution. o, v = numbers of occupied, virtual spin-orbitals; M = plane waves.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.constants import physical_constants

EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
es = lambda *a: np.einsum(*a, optimize=True)
code = lambda l: (((l[..., 0]+8)*17 + l[..., 1]+8)*17 + l[..., 2]+8)*9 + l[..., 3]+4

def diis(step, x, tol=1e-10):
    ys, errs = [], []
    for _ in range(200):
        y = step(x); e = y - x
        if np.abs(e).max() < tol:
            return y
        ys = (ys + [y])[-6:]; errs = (errs + [e])[-6:]
        E = np.array(errs); nr = np.linalg.norm(E, axis=1); En = E/nr[:, None]
        c = np.linalg.solve(En @ En.T + 1e-12*np.eye(len(nr)), 1/nr)/nr
        x = (c/c.sum()) @ np.array(ys)
    raise RuntimeError('no convergence')

class Gas:
    def __init__(s, nel, rs, ratios, M, v0=0.0):
        s.vol = nel*4*np.pi/3*rs**3
        s.L = np.array(ratios, float)*(s.vol/np.prod(ratios))**(1/3)
        n = np.array(list(itertools.product(range(-4, 5), repeat=3)))
        k2 = np.round(((2*np.pi*n/s.L)**2).sum(1), 9)
        order = np.argsort(k2, kind='stable'); n, k2 = n[order], k2[order]
        assert k2[M] > k2[M-1] and k2[nel//2] > k2[nel//2-1]
        s.n, s.M, s.o, s.v = n[:M], M, nel, 2*M - nel
        o, v = s.o, s.v
        s.lab = np.c_[np.repeat(s.n, 2, 0), np.tile([1, -1], M)]
        k = 2*np.pi*s.lab[:, :3]/s.L
        s.kin = 0.5*(k**2).sum(1)
        d2 = ((k[:, None] - k[None])**2).sum(-1)
        s.same = s.lab[:, None, 3] == s.lab[None, :, 3]
        s.w = w = np.where(d2 > 1e-12, 4*np.pi/(s.vol*np.maximum(d2, 1e-12)), v0)*s.same
        s.eps = s.kin + nel*v0 - w[:, :o].sum(1)
        s.ehf = 0.5*(s.kin + s.eps)[:o].sum()
        s.table = -np.ones(17**3*9, int); s.table[code(s.lab)] = np.arange(2*M)
        lo, lv = s.lab[:o], s.lab[o:]
        s.I, s.J = np.arange(o)[:, None, None], np.arange(o)[None, :, None]
        b = s.find(lo[:, None, None] + lo[None, :, None] - lv[None, None]) - o
        s.mask = (b >= 0) & (s.I != s.J) & (b != np.arange(v))
        s.b = np.where(s.mask, b, 0)
        s.g = (w[:o, None, o:] - w[:o, o:][s.I, s.b])*s.mask
        s.D = s.eps[o:] + s.eps[o:][s.b] - s.eps[s.I] - s.eps[s.J]
        nn = s.find(lo[:, None, None] + lo[None, :, None] - lo[None, None])
        s.mn = (nn >= 0) & (nn < o); s.nn = np.where(s.mn, nn, 0)
        s.Whh = (w[:o, None, :o] - w[None, :o, :o])*s.mn
        s.gm = s.pairs(s.g)
        Q, inv = np.unique((lv[None] - lo[:, None]).reshape(-1, 4), axis=0, return_inverse=True)
        s.inv, s.nQ = inv.reshape(o, v), len(Q)
        aQ = s.find(lo[None] + Q[:, None]) - o; s.ma = aQ >= 0; s.aQ = np.where(s.ma, aQ, 0)
        bQ = s.find(lo[None] - Q[:, None]) - o; mb = bQ >= 0; bQ = np.where(mb, bQ, 0)
        s.Wr = (w[np.arange(o)[None], bQ + o][:, :, None] - w[None, :o, :o])*mb[:, :, None]*mb[:, None, :]
        s.gQ = s.toQ(s.g)
    def find(s, l): return s.table[code(l)]
    def pairs(s, x): return x[np.arange(s.o)[None, None, :], s.nn]*s.mn[..., None]
    def toQ(s, x):
        a = np.arange(s.o)
        return x[a[None, :, None], a[None, None, :], s.aQ[:, :, None]]*s.ma[:, :, None]
    def residual(s, t):
        o = s.o; gt = s.g*t
        xa, xi = -0.5*gt.sum((0, 1)), 0.5*gt.sum((1, 2))
        R = s.g + (s.D + xa + xa[s.b] - xi[s.I] - xi[s.J])*t + t @ s.w[o:, o:].T
        W = s.Whh + 0.5*np.einsum('ijme,ije->ijm', s.gm, t)
        R += 0.5*np.einsum('ijm,ijma->ija', W, s.pairs(t))
        tQ = s.toQ(t)
        X = (tQ @ (s.Wr + 0.5*s.gQ.transpose(0, 2, 1) @ tQ))[s.inv[:, None, :], s.I, s.J]
        Y = (X - X.transpose(1, 0, 2))*s.mask
        return (R + Y - Y[s.I, s.J, s.b])*s.mask
    def energy(s, t): return 0.25*(s.g*t).sum()
    def solve(s):
        sh = s.g.shape
        f = lambda x: x - (s.residual(x.reshape(sh))/s.D).ravel()
        return diis(f, (-s.g/s.D).ravel()).reshape(sh)
    def expand(s, t):
        d = np.zeros((s.o, s.o, s.v, s.v)); i, j, a = np.nonzero(s.mask)
        d[i, j, a, s.b[i, j, a]] = t[i, j, a]; return d
    def grid_integrals(s):   # <pq|rs> by real-space quadrature with the periodic Coulomb kernel
        ng = 4*np.abs(s.n).max(0) + 3
        x = np.stack(np.meshgrid(*[np.arange(m)/m for m in ng], indexing='ij'), -1)
        phi = np.exp(2j*np.pi*np.einsum('pd,xyzd->pxyz', s.n, x))
        A = np.fft.fftn(phi.conj()[:, None]*phi[None], axes=(2, 3, 4)).reshape(s.M**2, -1)/np.prod(ng)
        G = np.meshgrid(*[2*np.pi*np.fft.fftfreq(m, 1/m)/l for m, l in zip(ng, s.L)], indexing='ij')
        G2 = sum(g**2 for g in G).ravel()
        K = np.where(G2 > 1e-12, 4*np.pi/(s.vol*np.maximum(G2, 1e-12)), 0)
        X = ((A*K) @ A.conj().T).reshape((s.M,)*4).transpose(0, 3, 1, 2)
        assert np.abs(X.imag).max() < 1e-12
        u = np.arange(2*s.M)//2
        return X.real[np.ix_(u, u, u, u)]*s.same[:, None, :, None]*s.same[None, :, None, :]
    def cos_potential(s, U, axis):
        d = np.abs(s.lab[:, None] - s.lab[None])
        return 0.5*U*((d[..., axis] == 1) & (d.sum(-1) == 1))

def rand_t2(o, v, size):
    t = size*rng.normal(size=(o, o, v, v)); t = t - t.transpose(1, 0, 2, 3)
    return t - t.transpose(0, 1, 3, 2)

def dense_ccsd(h, V, no):    # general spin-orbital CCSD, no symmetry, random start
    o, v = slice(0, no), slice(no, None); nv = len(h) - no
    f = h + np.einsum('piqi->pq', V[:, o, :, o]); e = np.diag(f); fo = f - np.diag(e)
    D1 = e[o, None] - e[None, v]; D2 = D1[:, None, :, None] + D1[None, :, None, :]
    B = {k: np.ascontiguousarray(V[tuple(o if c == 'o' else v for c in k)]) for k in
         'oooo ooov oovo oovv ovov ovvo ovvv vovv vvvo ovoo vvvv'.split()}
    pij = lambda x: x - x.transpose(1, 0, 2, 3); pab = lambda x: x - x.transpose(0, 1, 3, 2)
    un = lambda x: (x[:no*nv].reshape(no, nv), x[no*nv:].reshape(no, no, nv, nv))
    def step(x):
        t1, t2 = un(x); tt = es('ia,jb->ijab', t1, t1); tau = t2 + pab(tt); tl = t2 + 0.5*pab(tt)
        Fv = fo[v, v] - 0.5*es('me,ma->ae', f[o, v], t1) + es('mf,mafe->ae', t1, B['ovvv']) - 0.5*es('mnaf,mnef->ae', tl, B['oovv'])
        Fo = fo[o, o] + 0.5*es('ie,me->mi', t1, f[o, v]) + es('ne,mnie->mi', t1, B['ooov']) + 0.5*es('inef,mnef->mi', tl, B['oovv'])
        Fm = f[o, v] + es('nf,mnef->me', t1, B['oovv'])
        Wo = B['oooo'] + pab(es('je,mnie->mnij', t1, B['ooov'])) + 0.5*es('ijef,mnef->mnij', tau, B['oovv'])
        Wv = es('mb,amef->abef', t1, B['vovv']); Wv = B['vvvv'] - pij(Wv)
        Wr = B['ovvo'] + es('jf,mbef->mbej', t1, B['ovvv']) - es('nb,mnej->mbej', t1, B['oovo']) - es('jnfb,mnef->mbej', 0.5*t2 + tt, B['oovv'])
        r1 = f[o, v] + t1 @ Fv.T - Fo.T @ t1 + es('imae,me->ia', t2, Fm) - es('nf,naif->ia', t1, B['ovov']) \
            - 0.5*es('imef,maef->ia', t2, B['ovvv']) - 0.5*es('mnae,nmei->ia', t2, B['oovo'])
        r2 = B['oovv'] + pab(es('ijae,be->ijab', t2, Fv - 0.5*t1.T @ Fm)) - pij(es('imab,mj->ijab', t2, Fo + 0.5*Fm @ t1.T)) \
            + 0.5*es('mnab,mnij->ijab', tau, Wo) + 0.5*es('ijef,abef->ijab', tau, Wv) \
            + pij(pab(es('imae,mbej->ijab', t2, Wr) - es('ie,ma,mbej->ijab', t1, t1, B['ovvo']))) \
            + pij(es('ie,abej->ijab', t1, B['vvvo'])) - pab(es('ma,mbij->ijab', t1, B['ovoo']))
        return np.r_[(r1/D1).ravel(), (r2/D2).ravel()]
    t1, t2 = un(diis(step, np.r_[0.02*rng.normal(size=no*nv), rand_t2(no, nv, 0.002).ravel()]))
    E = (f[o, v]*t1).sum() + 0.25*(B['oovv']*t2).sum() + 0.5*es('ijab,ia,jb->', B['oovv'], t1, t1)
    return E, t1, t2, fo

# ---- six electrons, elongated cell, full determinant space ----
S = Gas(6, 0.5, (1, 1, 4), 7); n, o = 14, 6
dets = [sum(1 << p for p in c) for c in itertools.combinations(range(n), o)]
idx = {d: i for i, d in enumerate(dets)}; nd = len(dets); op, new, old, sg = [], [], [], []
for i, d in enumerate(dets):
    for q in range(n):
        if d >> q & 1:
            r = d ^ (1 << q); s1 = (r & ((1 << q) - 1)).bit_count()
            for p in range(n):
                if not r >> p & 1:
                    op.append(p*n + q); new.append(idx[r | 1 << p]); old.append(i)
                    sg.append(1.0 - 2*((s1 + (r & ((1 << p) - 1)).bit_count()) % 2))
op, new, old = map(np.array, (op, new, old))
Ecol = sp.csr_matrix((sg, (op*nd + new, old)), shape=(n*n*nd, nd))   # stacked a+_p a_q
Erow = sp.csr_matrix((sg, (new, op*nd + old)), shape=(nd, n*n*nd))
Id = sp.identity(nd, format='csr')
cut = lambda x: sp.csr_matrix(np.where(np.abs(x) > 1e-12, x, 0))
lin = lambda h: sp.kron(cut(h.reshape(1, -1)), Id, format='csr') @ Ecol
ph = S.grid_integrals()
H = lin(np.diag(S.kin) - 0.5*np.einsum('pqqs->ps', ph)) \
    + 0.5*(Erow @ (sp.kron(cut(ph.transpose(0, 2, 1, 3).reshape(n*n, n*n)), Id, format='csr') @ Ecol))
tot = np.array([[d >> p & 1 for p in range(n)] for d in dets]) @ S.lab
Hc = H.tocoo(); big = np.abs(Hc.data) > 1e-11
assert np.all(tot[Hc.row[big]] == tot[Hc.col[big]]) and abs(H[0, 0] - S.ehf) < 1e-10
allE = lambda c: (Ecol @ c).reshape(n, n, nd)
bra = Erow[0].toarray().reshape(n*n, nd)
def hbar(Hm, t1, t2):        # energy, singles, doubles projections of exp(-T) H exp(T)|ref>
    A1 = np.zeros((n, n)); A1[o:, :o] = t1.T
    A2 = np.zeros((n,)*4); A2[o:, :o, o:, :o] = 0.25*t2.transpose(2, 0, 3, 1); A2 = A2.reshape(n*n, n*n)
    def expT(c, sign):
        out, term = c.copy(), c
        for m in range(1, o + 1):
            Dm = allE(term).reshape(n*n, nd)
            term = sign*(A1.ravel() @ Dm + Erow @ (A2 @ Dm).ravel())/m; out = out + term
        return out
    c = np.zeros(nd); c[0] = 1; c = expT(Hm @ expT(c, 1), -1); Dm = allE(c)
    R2 = (bra @ Dm.reshape(n*n, nd).T).reshape((n,)*4)[:o, o:, :o, o:].transpose(2, 0, 3, 1)
    return c[0], Dm[:o, o:, 0], R2
tr = rand_t2(o, S.v, 0.1)[S.I, S.J, np.arange(S.v), S.b]*S.mask
e0, r1, r2 = hbar(H, np.zeros((o, S.v)), S.expand(tr))
dev = np.abs(r2 - S.expand(S.residual(tr))).max()
assert dev < 1e-10 and np.abs(r1).max() < 1e-10 and np.abs(r2).max() > 0.1
assert abs(e0 - S.ehf - S.energy(tr)) < 1e-10
ev, vec = eigsh(H, k=2, which='SA', v0=rng.normal(size=nd)); a0 = np.argmin(ev); c = vec[:, a0]
c1 = np.abs(allE(c)[:o, o:, 0]).max()
assert abs(c[0]) > 0.5 and abs(ev[1] - ev[0]) > 1e-2 and c1 < 1e-8
print(f'N=6 cell: rs=0.5 bohr, edges 1:1:4, M=7, determinants {nd}')
print(f'random T2: max|R|={np.abs(r2).max():.4f} Ha, reduced-vs-exact {dev:.1e} Ha, singles {np.abs(r1).max():.1e} Ha')
print(f'exact ground state: |C0|={abs(c[0]):.5f}, max|C1|={c1:.1e}')
print(f'Ecorr exact={ev[a0]-S.ehf:.6f} Ha, CCD={S.energy(S.solve()):.6f} Ha')
occ = [0, 1, 2, 4, 6, 8]; vir = [p for p in range(n) if p not in occ]
ref = idx[sum(1 << p for p in occ)]; c = np.zeros(nd); c[ref] = 1
samek = (S.lab[occ][:, None, :3] == S.lab[vir][None, :, :3]).all(-1)
sing = lambda x: np.abs(allE(x)[:, :, ref][np.ix_(occ, vir)])
Bx = 0.1; sB = sing((H + Bx*lin(np.kron(np.eye(7), [[0, .5], [.5, 0]]))) @ c)
assert samek.sum() > 0 and sing(H @ (H @ c)).max() < 1e-10
assert np.allclose(sB[samek], Bx/2) and sB[~samek].max() < 1e-11
print(f'polarised ref (5 up,1 down): same-k singles {samek.sum()}, in H^2|ref> {sing(H@(H@c)).max():.1e} Ha^2')
print(f'  with field {Bx} Ha * S_x: singles element {sB.max():.4f} Ha')
hU = S.cos_potential(0.2, 2)
E, t1, t2, _ = dense_ccsd(np.diag(S.kin) + hU, ph - ph.transpose(0, 1, 3, 2), o)
e0, r1, r2 = hbar(H + lin(hU), t1, t2)
assert np.abs(t1).max() > 1e-3 and max(np.abs(r1).max(), np.abs(r2).max(), abs(e0 - S.ehf - E)) < 1e-7
print(f'dense CCSD, U=0.2 Ha: max|T1|={np.abs(t1).max():.5f}, exact residual {max(np.abs(r1).max(), np.abs(r2).max()):.1e} Ha')

# ---- worked example: N=14, rs=2, cubic ----
G = Gas(14, 2.0, (1, 1, 1), 19); o = 14
V = G.grid_integrals(); V = V - V.transpose(0, 1, 3, 2); cd = code(G.lab); s2 = cd[:, None] + cd[None]
err = np.abs(V - (s2[:, :, None, None] == s2[None, None])*(G.w[:, None, :, None] - G.w[:, None, None, :])).max()
assert err < 1e-12
assert (np.abs(V[o:, o:, o:, o:]) > 1e-10).sum(3).max() == 1
assert np.abs(G.kin + np.einsum('pipi->p', V[:, :o, :, :o]) - G.eps).max() < 1e-12
t = G.solve(); E, t1, t2, fo = dense_ccsd(np.diag(G.kin), V, o)
assert np.abs(fo).max() < 1e-12 and np.abs(t1).max() < 1e-8 and abs(E - G.energy(t)) < 1e-8
dev = np.abs(t2 - G.expand(t)).max(); nz = np.abs(t2) > 1e-7
assert dev < 1e-8 and nz.sum(3).max() == 1 and nz.sum() <= G.mask.sum()
print(f'N=14 rs=2 bohr M=19: L={G.L[0]:.5f} bohr, vol={G.vol:.4f} bohr^3, 2pi/L={2*np.pi/G.L[0]:.5f} 1/bohr')
print(f'integral formula vs grid: {err:.1e} Ha; off-diagonal Fock {np.abs(fo).max():.1e} Ha')
i, j, a, b = [int(G.find(np.array(l))) for l in ([1, 0, 0, 1], [-1, 0, 0, -1], [1, 1, 0, 1], [-1, -1, 0, -1])]
assert G.b[i, j, a-o] == b - o
print(f'eps(000)={G.eps[0]:.6f} Ha, eps(100)={G.eps[i]:.6f} Ha, eps(110)={G.eps[a]:.6f} Ha')
print(f'kinetic(100)={G.kin[i]:.6f} Ha, kinetic(110)={G.kin[a]:.6f} Ha')
print(f'(100)up,(-100)dn -> (110)up,(-1-10)dn: g={G.g[i,j,a-o]:.6f} Ha, D={G.D[i,j,a-o]:.6f} Ha')
print(f'  first-order t={-G.g[i,j,a-o]/G.D[i,j,a-o]:.6f}, converged t={t[i,j,a-o]:.6f}')
print(f'E_HF (no Madelung)={G.ehf:.6f} Ha, MP2={G.energy(-G.g/G.D):.6f} Ha')
print(f'CCD reduced={G.energy(t):.8f} Ha, dense CCSD={E:.8f} Ha')
print(f'dense from random start: max|T1|={np.abs(t1).max():.1e}, max|T2 diff|={dev:.1e}')
print(f'dense T2 nonzero {nz.sum()} of {t2.size}; allowed triples {G.mask.sum()}')
G0 = Gas(14, 2.0, (1, 1, 1), 19, v0=0.3); e0 = G0.energy(G0.solve()); m0 = G0.energy(-G0.g/G0.D)
assert abs(e0 - E) < 1e-8 and abs(m0 - G.energy(-G.g/G.D)) > 1e-2
print(f'v0=0.3 Ha: CCD={e0:.8f} Ha, MP2={m0:.6f} Ha')
EU, t1, _, _ = dense_ccsd(np.diag(G.kin) + G.cos_potential(0.05, 0), V, o)
along = (G.lab[:o, None, 1:] == G.lab[None, o:, 1:]).all(-1)
assert np.abs(t1[along]).max() > 1e-3 and np.abs(t1[~along]).max() < 1e-8
print(f'U=0.05 Ha cos(Gx): max|T1| along G {np.abs(t1[along]).max():.5f}, other {np.abs(t1[~along]).max():.1e}')
for M in (19, 33, 57, 93):
    X = Gas(14, 2.0, (1, 1, 1), M); t = X.solve(); v = X.v; al = int(X.mask.sum())
    assert al <= 0.75*o*o*v
    if M == 33:              # particle ladder as an FFT convolution
        ng = 4*np.abs(X.n).max() + 1; fr = 2*np.pi/X.L[0]*np.fft.fftfreq(ng, 1/ng)
        q2 = fr[:, None, None]**2 + fr[None, :, None]**2 + fr[None, None]**2
        ker = np.where(q2 > 1e-12, 4*np.pi/(X.vol*np.maximum(q2, 1e-12)), 0)
        lv = X.lab[o:]; ix = (slice(None), (1 - lv[:, 3])//2, lv[:, 0] % ng, lv[:, 1] % ng, lv[:, 2] % ng)
        box = np.zeros((o*o, 2, ng, ng, ng)); box[ix] = t.reshape(o*o, v)
        cv = np.fft.ifftn(np.fft.fftn(box, axes=(2, 3, 4))*np.fft.fftn(ker), axes=(2, 3, 4)).real[ix]
        fdev = np.abs(cv.reshape(t.shape) - t @ X.w[o:, o:].T).max(); assert fdev < 1e-12
        print(f'  FFT ladder vs direct (M=33, grid {ng}^3): {fdev:.1e} Ha')
    print(f'M={M} o={o} v={v}: MP2={X.energy(-X.g/X.D):.6f} Ha, CCD={X.energy(t):.6f} Ha')
    print(f'  storage o2v2={o*o*v*v}, o2v={o*o*v}, allowed={al}, allowed/o2v={al/(o*o*v):.3f}')
    print(f'  mult-adds o2v4={o*o*v**4:.3e}, o2v2={o*o*v*v:.3e}, o3v={o**3*v:.3e}, NQ={X.nQ}, NQ*o3={X.nQ*o**3:.3e}')
print(f'M=93 CCD per electron: {X.energy(t)/o:.6f} Ha = {X.energy(t)/o*EV:.4f} eV')
print('checks complete')
```

Printed output:

```
N=6 cell: rs=0.5 bohr, edges 1:1:4, M=7, determinants 3003
random T2: max|R|=11.8615 Ha, reduced-vs-exact 2.7e-15 Ha, singles 0.0e+00 Ha
exact ground state: |C0|=0.97874, max|C1|=5.6e-16
Ecorr exact=-0.586878 Ha, CCD=-0.571871 Ha
polarised ref (5 up,1 down): same-k singles 4, in H^2|ref> 0.0e+00 Ha^2
  with field 0.1 Ha * S_x: singles element 0.0500 Ha
dense CCSD, U=0.2 Ha: max|T1|=0.01255, exact residual 8.9e-11 Ha
N=14 rs=2 bohr M=19: L=7.77026 bohr, vol=469.1445 bohr^3, 2pi/L=0.80862 1/bohr
integral formula vs grid: 8.2e-18 Ha; off-diagonal Fock 1.6e-17 Ha
eps(000)=-0.245791 Ha, eps(100)=0.193796 Ha, eps(110)=0.507757 Ha
kinetic(100)=0.326933 Ha, kinetic(110)=0.653866 Ha
(100)up,(-100)dn -> (110)up,(-1-10)dn: g=0.040965 Ha, D=0.627921 Ha
  first-order t=-0.065239, converged t=-0.033178
E_HF (no Madelung)=2.878584 Ha, MP2=-0.381914 Ha
CCD reduced=-0.22044560 Ha, dense CCSD=-0.22044560 Ha
dense from random start: max|T1|=8.9e-12, max|T2 diff|=5.7e-12
dense T2 nonzero 1104 of 112896; allowed triples 1152
v0=0.3 Ha: CCD=-0.22044560 Ha, MP2=-0.195980 Ha
U=0.05 Ha cos(Gx): max|T1| along G 0.03361, other 1.2e-11
M=19 o=14 v=24: MP2=-0.381914 Ha, CCD=-0.220446 Ha
  storage o2v2=112896, o2v=4704, allowed=1152, allowed/o2v=0.245
  mult-adds o2v4=6.503e+07, o2v2=1.129e+05, o3v=6.586e+04, NQ=150, NQ*o3=4.116e+05
  FFT ladder vs direct (M=33, grid 9^3): 4.3e-18 Ha
M=33 o=14 v=52: MP2=-0.533748 Ha, CCD=-0.313408 Ha
  storage o2v2=529984, o2v=10192, allowed=2960, allowed/o2v=0.290
  mult-adds o2v4=1.433e+09, o2v2=5.300e+05, o3v=1.427e+05, NQ=258, NQ*o3=7.080e+05
M=57 o=14 v=100: MP2=-0.599773 Ha, CCD=-0.357797 Ha
  storage o2v2=1960000, o2v=19600, allowed=7184, allowed/o2v=0.367
  mult-adds o2v4=1.960e+10, o2v2=1.960e+06, o3v=2.744e+05, NQ=366, NQ*o3=1.004e+06
M=93 o=14 v=172: MP2=-0.642869 Ha, CCD=-0.389439 Ha
  storage o2v2=5798464, o2v=33712, allowed=15248, allowed/o2v=0.452
  mult-adds o2v4=1.715e+11, o2v2=5.798e+06, o3v=4.720e+05, NQ=582, NQ*o3=1.597e+06
M=93 CCD per electron: -0.027817 Ha = -0.7569 eV
checks complete
```
